# Nonadiabatic Hopping Rate of a Small Polaron Between Two Sites, part 2

An electron hops from site 1 to site 2, coupled to harmonic modes. Hartree atomic units are used, with \(\hbar=k_B=1\), \(\beta=1/T\).

\[H = H_1|1\rangle\langle 1| + H_2|2\rangle\langle 2| - J\big(|1\rangle\langle 2| + |2\rangle\langle 1|\big), \tag{1}\]

\[H_n = \varepsilon_n + \sum_j \omega_j b_j^\dagger b_j + \sum_j M_{nj}\,(b_j + b_j^\dagger). \tag{2}\]

The binding energy is \(E_{p,n}=\sum_jM_{nj}^2/\omega_j\), and

\[d_j = \frac{M_{1j} - M_{2j}}{\omega_j}, \qquad S_j = d_j^2, \qquad \lambda = \sum_j S_j\omega_j, \qquad \Delta = (\varepsilon_2 - E_{p,2}) - (\varepsilon_1 - E_{p,1}). \tag{4}\]

Equivalent sites have \(E_{p,n}=E_p\), \(\lambda=2\gamma E_p\). Also \(M_3=\sum_jS_j\omega_j^3\); a continuum has density \(S(\omega)\).

The amplitude equation \(i\,\partial_t\phi_2=H_2\phi_2-J\phi_1\) gives the population of site 2 and the golden-rule rate:

\[P_2(t) = J^2\int_{-t}^{t}(t - |u|)\,C(u)\,du + O(J^4), \qquad \frac{dP_2}{dt} = J^2\int_{-t}^{t} C(u)\,du . \tag{7}\]

\[k = J^2\int_{-\infty}^{\infty}C(t)\,dt = 2\pi J^2\sum_{if}p_i\,|\langle f|i\rangle|^2\,\delta(E_f - E_i). \tag{8}\]

Here \(i,f\) label eigenstates of \(H_1,H_2\), \(p_i\) are thermal weights, \(\bar n_j\) thermal occupations, and

\[C(t) = e^{-i\Delta t}e^{G(t)-G_0}, \quad G(t) = \sum_jS_j\big[(\bar n_j+1)e^{-i\omega_jt} + \bar n_je^{i\omega_jt}\big], \quad G_0 = \sum_jS_j\coth\frac{\beta\omega_j}{2}. \tag{12}\]

The elastic term \(e^{-G_0}\) gives coherent transfer, negligible if \(\tilde J\ll k\):

\[\tilde J = Je^{-G_0/2} = J\langle D_1^\dagger D_2\rangle, \tag{15}\]

where \(D_n\) displaces the modes to their minimum for site \(n\). Removing it leaves the hopping rate:

\[A(\tau) = \sum_j\frac{S_j\cos\omega_j\tau}{\sinh(\beta\omega_j/2)} . \tag{16}\]

\[k(\Delta) = J^2e^{-\beta\Delta/2}\int_{-\infty}^{\infty}d\tau\,\cos(\Delta\tau)\,\big[e^{A(\tau)-G_0} - e^{-G_0}\big]. \tag{17}\]

With \(A_m=\sum_jS_j\omega_j^m/\sinh(\beta\omega_j/2)\), the saddle point at \(\Delta=0\), dropping the subtracted constant and side peaks (recurrences), gives

\[G_0 - A_0 = \sum_jS_j\tanh\frac{\beta\omega_j}{4}. \tag{18}\]

\[k_s = J^2\sqrt{\frac{2\pi}{A_2}}\;\exp\Big[-\sum_jS_j\tanh\frac{\beta\omega_j}{4}\Big]. \tag{19}\]

\[k\approx k_s\Big(1 + \frac{A_4}{8A_2^2}\Big). \tag{20}\]

The high-temperature Marcus rate is

\[k_M = J^2\sqrt{\frac{\pi}{\lambda T}}\,\exp\Big[-\frac{(\lambda+\Delta)^2}{4\lambda T}\Big]. \tag{22}\]

At \(\Delta=0\), \(E_a=\lambda/4\), with leading corrections

\[\ln\frac{k}{k_M}\approx M_3\Big[\frac{\beta^3}{192} + \frac{\beta^2}{48\lambda} + \frac{\beta}{16\lambda^2}\Big]. \tag{24}\]

\[E_{\rm app}\equiv-\frac{d\ln(k\sqrt T)}{d\beta}\approx\frac{\lambda}{4} - M_3\Big[\frac{\beta^2}{64} + \frac{\beta}{24\lambda} + \frac{1}{16\lambda^2}\Big]. \tag{25}\]

The opening number to explain is \(E_{\rm app}=0.004855\) Ha at \(T=0.004\) Ha.

### Where the factor one half comes from

Equation (22) contains no phonon frequency, which suggests a classical reading. Introduce unit-mass coordinates through \(b_j + b_j^\dagger = \sqrt{2\omega_j}\,Q_j\). The potential of \(H_n\) is \(\varepsilon_n + \sum_j[\omega_j^2Q_j^2/2 + \sqrt{2\omega_j}M_{nj}Q_j]\), up to a common constant, with its minimum at \(Q_j = -\sqrt{2\omega_j}M_{nj}/\omega_j^2\). Measure coordinates \(q_j\) and energies from the minimum of surface 1:

\[ U_1 = \sum_j\tfrac12\omega_j^2q_j^2, \qquad U_2 = \Delta + \sum_j\tfrac12\omega_j^2(q_j - s_j)^2, \qquad s_j = \sqrt{2/\omega_j}\;d_j . \]

Then \(\tfrac12\omega_j^2s_j^2 = S_j\omega_j\), and the vertical gap is linear in the coordinates,

\[ X = U_2 - U_1 = \Delta + \lambda - \sum_j\omega_j^2s_jq_j . \tag{26} \]

In the classical ensemble on surface 1 each \(q_j\) is Gaussian with variance \(T/\omega_j^2\). Hence \(X\) is Gaussian with mean \(\lambda+\Delta\) and variance \(T\sum_j\omega_j^2s_j^2 = 2\lambda T\). Its density at zero is \(\rho(0) = (4\pi\lambda T)^{-1/2}\exp[-(\lambda+\Delta)^2/4\lambda T]\), and \(2\pi J^2\rho(0)\) equals (22), because \(2\pi/\sqrt{4\pi} = \sqrt\pi\). The Marcus rate is the golden rule with the lattice frozen during the jump: the electron moves only when a thermal fluctuation brings the two site levels into coincidence.

The cheapest coincidence minimizes \(U_1\) subject to \(X = 0\). A Lagrange multiplier \(\mu\) gives \(\omega_j^2q_j = \mu\,\omega_j^2s_j\), so \(q_j = \mu s_j\). The constraint reads \(\Delta+\lambda = 2\mu\lambda\), and \(U_1 = \mu^2\lambda = (\lambda+\Delta)^2/4\lambda\). For \(\Delta = 0\), \(\mu = \tfrac12\). With local modes the distortion at the occupied site relaxes halfway, which costs \((\tfrac12)^2E_p\), and the empty site acquires half a distortion, which costs another \((\tfrac12)^2E_p\). The sum is \(E_p/2\). The electron never climbs to the undistorted level \(E_p\) above it.

A ring of \(N\) sites shows how sharing changes this. Let \(U_n = \tfrac12x^{\mathsf T}Kx + fx_n\), with \(K_{nn} = \omega_0^2\) and \(K_{n,n\pm1} = -\kappa\omega_0^2\). The minimum lies at \(x^{(n)} = -fK^{-1}e_n\), so \(E_p = \tfrac12f^2(K^{-1})_{11}\). The reorganization energy is \(\lambda = \tfrac12(x^{(1)}-x^{(2)})^{\mathsf T}K(x^{(1)}-x^{(2)}) = f^2[(K^{-1})_{11} - (K^{-1})_{12}]\). Plane waves diagonalize \(K\) with eigenvalues \(\omega_q^2 = \omega_0^2(1-2\kappa\cos q)\), \(q = 2\pi m/N\), so

\[ \gamma = 1 - \frac{(K^{-1})_{12}}{(K^{-1})_{11}} = \frac{\sum_q(1-\cos q)/\omega_q^2}{\sum_q1/\omega_q^2}. \tag{27} \]

For \(\kappa>0\) the neighbour is already distorted in the favourable direction and \(\gamma<1\); for \(\kappa<0\) the sign of \((K^{-1})_{12}\) reverses and \(\gamma>1\). A direct constrained minimization for \(N = 12\) gives \(E_p = 0.010000\) Ha and a barrier of \(0.005000\) Ha at \(\kappa = 0\). At \(\kappa = 0.2\), with the same \(f\), it gives \(E_p = 0.010911\) Ha and a barrier of \(0.004317\) Ha, equal to \(0.7913\times0.010911/2\) from (27). The polaron is bound more deeply and its barrier is lower.

### When the hop is nonadiabatic

Second order in \(J\) requires that the electron rarely jumps during a single coincidence. Near a crossing let \(X = vt\). The amplitude equation used for (7), with classical energies, gives the amplitude \(iJ\int e^{ivt^2/2}dt\) up to a phase, and the Fresnel integral has modulus \(\sqrt{2\pi/|v|}\), so \(P = 2\pi J^2/|v|\). Crossings with gap velocity in \(dv\) occur at the rate \(\rho(0)|v|g(v)\,dv\), where \(g\) is the normalized velocity distribution, independent of position in a classical ensemble. In \(k = \rho(0)\int|v|\,g\,P\,dv\) the factor \(|v|\) cancels and \(2\pi J^2\rho(0)\) is recovered. From (26), \(\dot X = -\sum_j\omega_j^2s_j\dot q_j\) with \(\langle\dot q_j^2\rangle = T\), so \(\langle\dot X^2\rangle = T\sum_j\omega_j^4s_j^2 = 2TM_3\). The condition \(P\ll1\) at the root-mean-square velocity is

\[ \alpha = \frac{2\pi J^2}{\sqrt{2TM_3}}\ll1 . \tag{28} \]

To gauge the error we use the Landau-Zener formula \(P = 1 - e^{-2\pi J^2/|v|}\). Only its first-order term has been derived here. The full form is tested by integrating the Schrödinger equation for \(J = 0.2\), \(v = 1\) in reduced units, which gives \(P = 0.2222\), equal to \(1 - e^{-0.2513}\). With \(u = |v|/\sqrt{2TM_3}\), the flux-averaged rate relative to the golden-rule rate is

\[ R(\alpha) = \frac{2}{\alpha}\int_0^\infty du\;u\,\frac{e^{-u^2/2}}{\sqrt{2\pi}}\big(1 - e^{-\alpha/u}\big). \tag{29} \]

For \(u>\alpha\) the second-order term \(-\alpha^2/2u^2\) of the bracket yields \(\int du/u\), cut off at \(u\sim\alpha\) and \(u\sim1\), so \(1 - R\approx\alpha\ln(1/\alpha)/\sqrt{2\pi}\) to leading logarithm. In (29) the slow passages saturate first, but they are the ones for which \(X = vt\) fails. On surface 1, \(\ddot X = \sum_j\omega_j^4s_jq_j\), which equals \(M_3\) at the cheapest symmetric crossing \(q_j = s_j/2\). The phase \(vt^2/2 + M_3t^3/6\) is dominated by its first term over the passage time \(|v|^{-1/2}\) only if \(|v|\gg M_3^{2/3}\). For \(X = M_3t^2/2 - E\) the second-order amplitude has modulus \(2\pi J(2/M_3)^{1/3}|\mathrm{Ai}[-E(2/M_3)^{1/3}]|\), so \(P\) is bounded by \(4\pi^2J^2(2/M_3)^{2/3}\times0.287\) however slow the passage. The logarithm is therefore cut off at \(u\sim M_3^{2/3}/\sqrt{2TM_3}\) when this exceeds \(\alpha\), and (29) then overstates the single-passage error. The estimate is also classical and counts single passages only, so it indicates at best the order of the \(J^4\) error and is not a corrected rate.

### Worked example

The parameters are round model values. The two sites are identical and have independent local baths, so \(\Delta = 0\), \(\gamma = 1\), and half of \(S(\omega)\) comes from each site. We take \(E_p = 0.010\) Ha, \(J = 0.0002\) Ha, and \(S(\omega) = (S_{\rm tot}/W)\cos^2[\pi(\omega-\omega_0)/2W]\) for \(|\omega-\omega_0|<W\), with \(\omega_0 = 0.002\) Ha and \(W = 0.001\) Ha. The band is symmetric, so \(\lambda = S_{\rm tot}\omega_0 = 2E_p = 0.020\) Ha fixes \(S_{\rm tot} = 10\), and \(E_a = 0.005\) Ha \(= 0.136\) eV. Writing \(\cos^2\theta = (1+\cos2\theta)/2\) gives the variance \(\sigma^2 = W^2(1/3 - 2/\pi^2)\), and \(M_3 = S_{\rm tot}(\omega_0^3 + 3\omega_0\sigma^2) = 8.784\times10^{-8}\) Ha\(^3\).

The rate was computed in two ways. One is the time integral (17). The other is the golden-rule sum (8) in the energy domain, with the band cut into discrete modes, Franck-Condon factors taken from matrix exponentials, the line weights convolved, and the elastic weight removed. They are required to agree to \(10^{-3}\) relative at all four temperatures below, and they agree in all printed digits.

At \(T = 0.002\) Ha (632 K), \(\beta = 500\) Ha\(^{-1}\). The Marcus rate (22) is

\[ k_M = 4\times10^{-8}\sqrt{\frac{\pi}{4\times10^{-5}}}\;e^{-2.5} = 4\times10^{-8}\times280.2\times0.08208 = 9.20\times10^{-7}\ \text{a.u.} \]

The saddle form (19) uses \(A_2 = 7.647\times10^{-5}\) Ha\(^2\) in place of \(2\lambda T = 8.0\times10^{-5}\) Ha\(^2\), and the exponent \(2.4445\) in place of \(2.5\):

\[ k_s = 4\times10^{-8}\times286.7\times0.08677 = 9.95\times10^{-7}\ \text{a.u.} \]

The factor \(1.00714\) of (20) raises this to \(1.002\times10^{-6}\) a.u., against \(1.0023\times10^{-6}\) a.u. \(= 4.14\times10^{10}\) s\(^{-1}\) from (17). The three terms of (24) are \(0.0572 + 0.0229 + 0.0069\), with sum \(0.0869\), and the exact logarithm is \(0.0855\). The Marcus rate lies 8% below the exact golden-rule rate at \(T = \omega_0\). Finally \(\alpha = 2.513\times10^{-7}/1.874\times10^{-5} = 0.0134\) and \(R = 0.97\).

| \(T\) (Ha) | \(k\) (a.u.) | \(k/k_s\) | \(k/k_M\) | \(E_{\rm app}\) (Ha) |
|---|---|---|---|---|
| 0.0005 | \(1.82\times10^{-8}\) | 1.089 | 17.9 | 0.002144 |
| 0.001 | \(1.83\times10^{-7}\) | 1.043 | 1.71 | 0.003539 |
| 0.002 | \(1.00\times10^{-6}\) | 1.0075 | 1.089 | 0.004566 |
| 0.004 | \(2.31\times10^{-6}\) | 1.0035 | 1.016 | 0.004855 |

The opening number now follows from (25). At \(T = 0.004\) Ha (1263 K), \(\beta = 250\) Ha\(^{-1}\), the bracket is \(976.6 + 520.8 + 156.3 = 1653.7\) Ha\(^{-2}\), and \(0.005 - 8.784\times10^{-8}\times1653.7 = 0.004855\) Ha, matching the numerical derivative. At \(T = 0.008\) Ha the exact values are \(k/k_M = 1.004\) and \(E_{\rm app} = 0.004942\) Ha, on the way to the limit \(0.005 - 0.000014 = 0.004986\) Ha. Equations (24) and (25) are tested at these two temperatures. Classical sampling of the gap at \(T = 0.004\) Ha gives \(2.27\times10^{-6}\) a.u., which agrees with \(k_M = 2.27\times10^{-6}\) a.u. within the 4% allowed for sampling noise, and gives \(\langle\dot X^2\rangle/2TM_3 = 0.993\).

On cooling, the exponent (18) saturates while \(E_a/T\) keeps growing: at \(T = 0.001\) Ha (316 K) it is \(4.59\) instead of \(5\), and at \(T = 0.0005\) Ha (158 K) it is \(7.51\) instead of \(10\). As \(T\to0\) it tends to \(S_{\rm tot}\), the exponent of the squared overlap of the two vibrational ground states, so the barrier factor turns into a tunnelling overlap. The rate (17) does not level off with it. At \(\Delta = 0\) the elastic term has been removed, and every remaining transition must absorb at least one thermal phonon, with an energy no lower than the band edge \(\omega_0 - W = 0.001\) Ha. The saturation of (18) gives the \(\beta^2\) term of (25), the largest of the three at the temperatures of the table; the prefactor of (19) supplies the second term and the quartic correction (20) the third. The first term of (24) reaches 1 at \(T = (M_3/192)^{1/3} = 0.00077\) Ha, and below that the expansion soon loses its value: at \(T = 0.0005\) Ha, (25) predicts a negative value, \(-0.00087\) Ha, while the true one is \(+0.00214\) Ha. The saddle form lies only 8% below the exact rate at that temperature, but this closeness is partly accidental. With \(A_0 = 2.98\) neither the dropped constant nor the side peaks are small. In units of the Gaussian peak area \(\sqrt{2\pi/A_2}\), the constant removes \(e^{-A_0}(2\pi/\omega_0)/\sqrt{2\pi/A_2}\approx0.21\) per period, or 0.63 over the central period and its two neighbours, while the integral of \(e^{A(\tau)-A_0}\) over the two neighbouring periods adds 0.69. These two neglected terms have opposite signs and largely cancel.

At \(T = 0.001\) Ha the ratio \(k/k_s = 1.043\) exceeds the value \(1.016\) expected from (20). Recurrences account for the difference. At \(\tau = 2\pi/\omega_0\), where \(W\tau = \pi\), the average of \(\cos[(\omega-\omega_0)\tau]\) over this band is \(\tfrac12\) when the \(1/\sinh\) weight is ignored, so each of the two side peaks has relative height near \(e^{-A_0/2} = e^{-4.44}\approx0.012\). With the weight included the height is \(0.0095\), but each side peak is wider than the central one, so areas must be compared. In units of the Gaussian peak area, the integral of \(e^{A(\tau)-A_0}\) over the two neighbouring periods adds \(0.029\), and the dropped constant removes \(0.003\) over these and the central period. The net \(0.026\) is close to the missing \(0.027\).

The same temperature marks the edge of the hopping regime by the criterion below (15). At \(T = 0.002\) Ha, \(\tilde J = 2.8\times10^{-9}\) Ha is far below \(k\). At \(T = 0.001\) Ha, \(\tilde J = 2.4\times10^{-7}\) Ha is comparable with \(k = 1.8\times10^{-7}\) a.u., and at \(T = 0.0005\) Ha, \(\tilde J = 1.1\times10^{-6}\) Ha is about 58 times \(k\). The rows of the table at \(T = 0.0005\) and \(0.001\) Ha are correct values of (17), but for degenerate sites in this model they do not describe the whole transfer, since the coherent channel competes or wins. The nonadiabatic condition holds throughout, with \(\alpha\) between \(0.0095\) and \(0.027\) and \(R\) between \(0.98\) and \(0.95\), where the classical velocity behind the low-temperature values is itself only indicative. These values of \(R\) assume a constant gap velocity, which is not met here: \(M_3^{2/3}/\sqrt{2TM_3}\) is \(1.05\) at \(T = 0.002\) Ha and \(0.75\) at \(T = 0.004\) Ha, and the Airy bound on \(P\) is \(0.036\), so no passage saturates. As a rough guide only, an uncertainty of one to a few percent from order \(J^4\) attaches to the rates at \(T = 0.002\) and \(0.004\) Ha as predictions for the Hamiltonian (1); at the two lower temperatures the coherent channel makes the uncertainty larger. The finer digits compare approximations within order \(J^2\).

A bias tests the parabola in (22). At \(T = 0.004\) Ha the energy-domain sum gives \(5.850\times10^{-6}\) a.u. at \(\Delta = -0.010\) Ha and \(7.862\times10^{-6}\) a.u. at \(\Delta = -0.020\) Ha, against Marcus values of \(5.799\times10^{-6}\) and \(7.927\times10^{-6}\) a.u. The quantum correction is \(+0.9\%\) and \(-0.8\%\) of the Marcus rate, so it changes sign between the two biases and is negative at \(\Delta = -\lambda\). The sign follows from (12) on the real axis. There \(G(t) - G_0 = -i\lambda t - \kappa_2t^2/2 + iM_3t^3/6 + \kappa_4t^4/24 - \dots\), with \(\kappa_m = \sum_jS_j\omega_j^m\coth(\beta\omega_j/2)\). At \(\Delta = -\lambda\) the linear phase cancels, the cubic term is odd and drops out at first order in \(M_3\), and \(k\approx J^2\sqrt{2\pi/\kappa_2}\,(1 + \kappa_4/8\kappa_2^2)\). With \(\coth y = 1/y + y/3\), \(\kappa_2 = 2\lambda T(1 + \beta^2M_3/12\lambda)\) and \(\kappa_4\approx2TM_3\), so \(\ln(k/k_M)\approx-\beta^2M_3/24\lambda + \beta M_3/16\lambda^2 = -0.0114 + 0.0034 = -0.0080\), against \(\ln(7.862/7.927) = -0.0082\). Zero-point motion increases the variance \(\kappa_2\), which lowers the peak probed by the activationless hop. The gain of the symmetric hop does not follow from this widening alone. At its saddle point \(t = -i\beta/2\) the correction to \(\kappa_2\) adds \(+\beta^3M_3/48\) to the exponent, the cubic term adds \(-\beta^3M_3/48\), and the quartic term leaves \(+\beta^3M_3/192\), the first term of (24).

## Calculated quantities

```
inputs: w0 = 0.002 Ha, W = 0.001 Ha, Ep = 0.01 Ha, J = 0.0002 Ha
sum S = 10.0000, lam = 0.020000 Ha, M3 = 8.78415e-08 Ha^3
Ea = lam/4 = 0.005000 Ha = 0.1361 eV
two-mode test: P2 exact = 2.02580e-04, second order = 2.02638e-04
T = 0.0005 Ha = 157.9 K, w0/T = 4.00
  G0 = 10.4911, A_0 = 2.9789, sum S tanh = 7.5122, Ea/T = 10.0000
  A_2 = 1.0726e-05 Ha^2, 2 lam T = 2.0000e-05 Ha^2, A_4/8A_2^2 = 0.04797
  k time integral = 1.8222e-08 a.u. = 7.5334e+08 1/s, k energy sum = 1.8222e-08 a.u.
  k saddle = 1.6727e-08 a.u., k Marcus = 1.0179e-09 a.u.
  k/k_saddle = 1.0894, k/k_Marcus = 17.9026
  ln(k/k_Marcus) = 2.88494, leading estimate = 4.05352
  E_app = 0.002144 Ha, leading estimate = -0.000870 Ha
  J exp(-G0/2) = 1.054e-06 Ha, alpha = 0.0268, LZ flux ratio = 0.9507
T = 0.001 Ha = 315.8 K, w0/T = 2.00
  G0 = 13.4700, A_0 = 8.8783, sum S tanh = 4.5917, Ea/T = 5.0000
  A_2 = 3.3594e-05 Ha^2, 2 lam T = 4.0000e-05 Ha^2, A_4/8A_2^2 = 0.01603
  k time integral = 1.8281e-07 a.u. = 7.5578e+09 1/s, k energy sum = 1.8281e-07 a.u.
  k saddle = 1.7533e-07 a.u., k Marcus = 1.0682e-07 a.u.
  k/k_saddle = 1.0427, k/k_Marcus = 1.7114
  ln(k/k_Marcus) = 0.53734, leading estimate = 0.56273
  E_app = 0.003539 Ha, leading estimate = 0.003431 Ha
  J exp(-G0/2) = 2.377e-07 Ha, alpha = 0.0190, LZ flux ratio = 0.9625
T = 0.002 Ha = 631.6 K, w0/T = 1.00
  G0 = 22.3483, A_0 = 19.9038, sum S tanh = 2.4445, Ea/T = 2.5000
  A_2 = 7.6466e-05 Ha^2, 2 lam T = 8.0000e-05 Ha^2, A_4/8A_2^2 = 0.00714
  k time integral = 1.0023e-06 a.u. = 4.1438e+10 1/s, k energy sum = 1.0023e-06 a.u.
  k saddle = 9.9491e-07 a.u., k Marcus = 9.2017e-07 a.u.
  k/k_saddle = 1.0075, k/k_Marcus = 1.0893
  ln(k/k_Marcus) = 0.08553, leading estimate = 0.08693
  E_app = 0.004566 Ha, leading estimate = 0.004552 Ha
  J exp(-G0/2) = 2.806e-09 Ha, alpha = 0.0134, LZ flux ratio = 0.9717
T = 0.004 Ha = 1263.1 K, w0/T = 0.50
  G0 = 42.2521, A_0 = 41.0092, sum S tanh = 1.2429, Ea/T = 1.2500
  A_2 = 1.5819e-04 Ha^2, 2 lam T = 1.6000e-04 Ha^2, A_4/8A_2^2 = 0.00347
  k time integral = 2.3084e-06 a.u. = 9.5431e+10 1/s, k energy sum = 2.3084e-06 a.u.
  k saddle = 2.3003e-06 a.u., k Marcus = 2.2710e-06 a.u.
  k/k_saddle = 1.0035, k/k_Marcus = 1.0164
  ln(k/k_Marcus) = 0.01631, leading estimate = 0.01630
  E_app = 0.004855 Ha, leading estimate = 0.004855 Ha
  J exp(-G0/2) = 1.337e-13 Ha, alpha = 0.0095, LZ flux ratio = 0.9787
T = 0.008 Ha: k/k_Marcus = 1.0041, E_app = 0.004942 Ha
T = 0.004 Ha, Delta = -0.010 Ha: k = 5.8500e-06 a.u., Marcus = 5.7993e-06 a.u.
T = 0.004 Ha, Delta = -0.020 Ha: k = 7.8617e-06 a.u., Marcus = 7.9267e-06 a.u.
T = 0.004 Ha: classical sampled k = 2.268e-06 a.u., <Xdot^2>/(2 T M3) = 0.993
Landau-Zener test (J = 0.2, rate 1): integrated P = 0.22223
ring kappa = 0.0: Ep = 0.010000 Ha, barrier = 0.005000 Ha, gamma = 1.0000
ring kappa = 0.2: Ep = 0.010911 Ha, barrier = 0.004317 Ha, gamma = 0.7913
```
